# Energy dissipated in a homogeneous quartic Landau hysteresis loop

**Problem.** Treat a ferroelectric film, such as the storage layer of a hafnia memory capacitor, as uniform, and model it at fixed temperature by the free-energy density

$$u(P)=-\frac a2P^2+\frac b4P^4,\qquad a>0,\quad b>0 .$$

The electric field $E$ is the controlled variable. It is cycled slowly between $+E_m$ and $-E_m$, with $E_m$ large enough to reverse the polarization $P$ both ways. The polarization stays uniform, and it stays in its local minimum until that minimum disappears. Find the energy $W$ dissipated per cycle and per volume, and express it as a multiple of the zero-field barrier density $\Delta u$, the height of the maximum at $P=0$ above the two minima.

The algebra is in atomic units, where $E\,dP$ is an energy density without further factors. The total displacement contains a term $\epsilon_0E$ besides $P$ (in atomic units $\epsilon_0=1/4\pi$). Its work $\epsilon_0\oint E\,dE$ vanishes over a closed cycle, so $W=\oint E\,dP$.

## A tempting solution

At zero field the equilibrium condition is

$$u'(P)=-aP+bP^3=P(bP^2-a)=0 .$$

The minima are at $P=\pm P_0$ with $P_0^2=a/b$. Since $u(0)=0$,

$$\Delta u=u(0)-u(P_0)=\frac a2\,\frac ab-\frac b4\,\frac{a^2}{b^2}=\frac{a^2}{4b}.$$

To reverse the polarization, the field must lift the system from one well to the top of the barrier, at a cost $\Delta u$. The system then slides into the other well and loses $\Delta u$. A cycle contains two reversals, so $W=2\Delta u=a^2/(2b)$.

## Where it fails

The value of $\Delta u$ is right. The fault is the use of the zero-field landscape for a switching event that takes place in a strong field.

At fixed field, the function that decreases spontaneously is

$$g(P)=u(P)-EP,$$

because the source does work $E\,dP$ when $P$ changes. An opposing field tilts this landscape. It lowers the barrier seen from the occupied well, and the polarization jumps when that barrier has vanished. Before the jump the system has climbed only part of the zero-field barrier. It crosses $P=0$ in the course of the jump, while $g$ is falling, and throughout the jump the source keeps supplying energy. The tempting solution leaves that energy out.

The answer $2\Delta u$ does belong to another experiment. Suppose that $P$ itself is controlled and guided reversibly from $P_0$ to $0$, which costs $\int_{P_0}^{0}u'\,dP=\Delta u$. If the film is then released at $E=0$ and falls into the other well, it dissipates $\Delta u$. Doing this once in each direction dissipates $2\Delta u$. A field-driven loop follows a different path.

## The right solution

**The stability limit.** In equilibrium $g'(P)=0$, which gives

$$E=u'(P)=-aP+bP^3 .$$

The state is a local minimum if $g''=u''=-a+3bP^2>0$. Start on the positive branch and lower the field. The minimum disappears when $u''=0$, at

$$P_s=\sqrt{\frac{a}{3b}}=\frac{P_0}{\sqrt3}.$$

It is convenient to replace $a$ by $3bP_s^2$. The field at this point is

$$E=-3bP_s^3+bP_s^3=-2bP_s^3\equiv-E_c,$$

so the coercive field is

$$E_c=2bP_s^3=\frac{2bP_0^3}{3\sqrt3}=\frac{2aP_0}{3\sqrt3},$$

where the last step uses $bP_0^2=a$. The condition for a full loop is $E_m>E_c$.

**The landing point.** With the field held at $-E_c$, the slope of the tilted landscape is

$$g'(P)=u'(P)+E_c=b\left(P^3-3P_s^2P+2P_s^3\right)=b(P-P_s)^2(P+2P_s).$$

Multiplying out the last form confirms it: the terms in $P^2$ cancel, and those in $P$ add to $-4P_s^2P+P_s^2P=-3P_s^2P$. For $-2P_s<P<P_s$ the slope is positive, so $g$ falls all the way as $P$ decreases. The jump ends at the single minimum, $P=-2P_s$.

**The loss in one jump.** The dissipated energy is the drop of $g=u+E_cP$ between the two ends. The values of $u$ are

$$u(P_s)=-\frac{3bP_s^2}{2}P_s^2+\frac b4P_s^4=-\frac54\,bP_s^4,$$

$$u(-2P_s)=-\frac{3bP_s^2}{2}\,4P_s^2+\frac b4\,16P_s^4=-2\,bP_s^4 .$$

The source supplies $(-E_c)(-2P_s-P_s)=3E_cP_s=6bP_s^4$. Therefore

$$g(P_s)-g(-2P_s)=\left(-\frac54+2+6\right)bP_s^4=\frac{27}{4}\,bP_s^4 .$$

In the same unit the zero-field barrier is

$$\Delta u=\frac{a^2}{4b}=\frac{9b^2P_s^4}{4b}=\frac94\,bP_s^4 ,$$

so one jump dissipates $3\Delta u$.

**The full cycle.** On the smooth branches the film passes through equilibrium states, and a slow drive dissipates nothing there. The jump at $+E_c$ mirrors the one at $-E_c$, because $u(P)=u(-P)$. Hence

$$\boxed{W=6\,\Delta u=\frac{3a^2}{2b}}$$

The drive is quasistatic, but the jumps are irreversible however slowly the field changes. The friction mechanism does not enter, provided that the field stays constant while the film settles. The dissipated energy is a drop of free energy. The film may also exchange reversible heat with its surroundings, but this cancels over an isothermal cycle, so the net heat released per cycle is $W$.

## The same result from the loop area

The integral $\oint E\,dP$ can be taken piece by piece. Each jump contributes $6bP_s^4$, so the two give $12bP_s^4$. After the downward jump the film is at $-2P_s$. Going on to $-E_m$ and back retraces the same states and contributes nothing. The film then follows the negative branch from $-2P_s$ to $-P_s$, where it jumps upward. This stretch contributes

$$\int_{-2P_s}^{-P_s}u'(P)\,dP=u(-P_s)-u(-2P_s)=\left(-\frac54+2\right)bP_s^4=\frac34\,bP_s^4 .$$

The positive branch contributes the same, so

$$W=\left(12+\frac32\right)bP_s^4=\frac{27}{2}\,bP_s^4=6\,\Delta u .$$

Of the net electrical work, $12/13.5=8/9$ enters during the jumps, although all the dissipation occurs there. The remaining ninth is stored on the smooth branches and lost at the next jump.

The energy account of half a cycle, from $P_0$ to $-P_0$, shows what the tempting solution missed. Before the jump the source raises $u$ from $-\frac94bP_s^4$ to $-\frac54bP_s^4$, which costs $\frac49\Delta u$. During the jump it supplies $6bP_s^4=\frac83\Delta u$. When the field returns to zero, $u$ falls from $-2bP_s^4$ to $-\frac94bP_s^4$, and the source recovers $\frac19\Delta u$. The sum is

$$\frac49+\frac{24}{9}-\frac19=3 .$$

## Numbers for a thin film

Take $P_0=20$ µC/cm² and $E_c=1$ MV/cm, rough typical values for a hafnium-zirconium oxide film, with thickness $t=10$ nm and drive amplitude $E_m=2$ MV/cm. For the arithmetic, $P_0=1.248$ e/nm² and $E_c=0.1000$ V/nm, so that products are in eV/nm³. Solving the formula for $E_c$ for $a$ gives

$$a=\frac{3\sqrt3\,E_c}{2P_0}=0.208\ \text{V nm/e},\qquad b=\frac{a}{P_0^2}=0.134\ \text{V nm}^5/\text{e}^3 .$$

The downward jump starts at $P_0/\sqrt3=11.5$ µC/cm² and ends at $-2P_0/\sqrt3=-23.1$ µC/cm². The energy densities are

$$\Delta u=\frac{aP_0^2}{4}=0.0811\ \text{eV/nm}^3=8.11\times10^{-5}\ \text{eV/Å}^3,$$

$$W=6\,\Delta u=0.486\ \text{eV/nm}^3=4.86\times10^{-4}\ \text{eV/Å}^3 .$$

A capacitor 50 nm square has a film volume of 25 000 nm³ and dissipates about $1.2\times10^4$ eV per cycle.

A quick estimate treats the loop as a rectangle of area $4P_0E_c$. In the model,

$$W=\frac32\,aP_0^2=\frac{9\sqrt3}{4}\,P_0E_c=\frac{9\sqrt3}{16}\,(4P_0E_c)=0.974\,(4P_0E_c).$$

The rectangle gives 0.499 eV/nm³, which is 2.6% above $W$.

## Small amplitude and finite frequency

If $E_m<E_c$, a film that starts in one well stays there, and its slow-drive loss tends to zero. The factor six therefore does not apply to a minor loop of this kind.

For a finite drive rate, let the film obey the overdamped equation

$$\rho\,\frac{dP}{dt}=E(t)-u'(P).$$

Multiplying by $dP/dt$ and integrating over a periodic cycle removes the $u'$ term, so $\oint E\,dP=\oint\rho\,(dP/dt)^2dt$.

Near the downward jump write $P=P_s+x$ and $E=-E_c-rt$, where $r$ is the sweep rate and $t$ is now the time since the stability limit. The factored cubic gives $u'+E_c\approx3bP_sx^2$, hence

$$\rho\,\dot x=-rt-3bP_sx^2 .$$

The three terms are comparable when $\rho x/t\sim rt\sim bP_sx^2$ in magnitude. The second relation gives $x\sim(rt/bP_s)^{1/2}$, and the first then gives $t\sim\rho^{2/3}(rbP_s)^{-1/3}$. The field overshoots by $rt\sim(\rho r)^{2/3}(bP_s)^{-1/3}$. The extra work is this overshoot times the change of $P$, so at fixed amplitude it grows to leading order as the two-thirds power of the frequency.

Numerical integration for a sinusoidal field of amplitude $2E_c$, with an assumed relaxation time $\rho/a=1$ ns, gives $W/\Delta u=6.007$ for a period of 1 ms. At 10 and 100 times that frequency the ratio is 6.033 and 6.151. The excess grows by a factor of about 4.6 per decade, in agreement with $10^{2/3}$.

## Beside a real film

Real films can break the assumption of uniform switching: reversed regions can nucleate and spread before the uniform state becomes unstable. A rough estimate of the effect takes $a$ from the permittivity instead of from $E_c$. At $P_0$ the slope is $dE/dP=-a+3bP_0^2=2a$, so the susceptibility is $\chi=1/(2\epsilon_0a)$. With $P_0$ held fixed and a rough $\chi=30$, the uniform coercive field would be 1.45 MV/cm and the barrier 0.117 eV/nm³. If nucleation reverses the film at 1 MV/cm, the area between the two branches, found by numerical quadrature, is $4.2\,\Delta u$. Part of the measured permittivity may not come from the double well. Then $a$ and the barrier are larger still, while the area stays near $4P_0E_c$, and the ratio is lower. The barrier fitted to the observed $E_c$ is thus an effective parameter, not the microscopic barrier of the crystal.

Other corrections can be sized with rough inputs, each applied alone to the fitted model.

- **Interfacial layer.** A dielectric layer of thickness $d=0.5$ nm and relative permittivity $\epsilon_i=25$ in series with the film adds $kP$ to the applied field, with $k=d/(t\epsilon_0\epsilon_i)=0.174\,a$, where $t$ is again the film thickness. Here the film's $\epsilon_0E$ is neglected against $P$; at $E_c$ it is 0.4% of $P_0$. Replacing $a$ by $a-k$ at fixed $b$ multiplies $W$ by $(1-0.174)^2$ and gives 0.332 eV/nm³. This is 4.1 times the barrier of the film alone, but still six times the barrier that includes the layer's energy $kP^2/2$. A background relative permittivity of 25 in the film, outside the double well, would partly screen the layer and raise the loss to 0.339 eV/nm³, 4.2 times the barrier of the film alone. Two limits apply. The fitted double well alone has $\chi=1/(2\epsilon_0a)=43.5$, already above the rough value of 30 used above, so adding a background of 25 only shows the direction and size of the screening. The field inside the layer, about $P/(\epsilon_0\epsilon_i)$, is 8 MV/cm at zero bias and 11 MV/cm at the drive amplitude, well above the rough breakdown field quoted below. A real layer this thin cannot be assumed to stay insulating, so these losses belong to an idealized layer that passes no charge.
- **Thermal escape.** A cylindrical grain 10 nm wide and 10 nm high has a zero-field barrier of 64 eV. With an attempt rate of $10^{12}$ s⁻¹, a barrier of 0.64 eV is crossed in about 1 ms at 358 K. With $a$ and $b$ held fixed, the grain's barrier falls to this value at 0.95 MV/cm, and switching there would give a ratio of 5.7. This assumes that the field dwells 1 ms at that value. The sinusoidal drive of 1 ms period passes through it much faster, and with the same attempt rate the grain switches near 0.97 MV/cm, with a mean ratio of 5.8. An overdamped grain with $\rho/a=1$ ns has a much lower attempt rate, a few times $10^7$ s⁻¹ near the stability limit, and then switches near 0.99 MV/cm with a ratio of about 5.9.
- **Higher powers.** Let a $P^6$ term in $u$ supply a share $x$ of the restoring field at $P_0$, the quartic term supplying the rest. Numerical loop areas give a ratio of 6.02 for $x=0.2$ and 6.28 for $x=1$. For $x>1$ the quartic coefficient is negative and the ratio rises further, to 6.66 for $x=2$ and 7.9 for $x=10$. The value six belongs to the quartic form.
- **Leakage.** A current of $10^{-6}$ A/cm² flowing at 2 MV/cm throughout a 1 ms period would add $1.2\times10^{-5}$ eV/nm³. At the same current, a period of 39 s would make this heat equal to $W$, so a real measurement cannot be slowed without limit. A rough breakdown field of 4 MV/cm is twice the drive amplitude.
- **Self-heating.** With a heat capacity of 2.7 J/(cm³ K) and no escape of heat, one cycle would warm the film by 29 K. For a conductivity of 1 W/(m K), heat diffuses across the film in about 0.3 ns. The heat is released during the jumps, so the time to compare is the duration of a jump. With both faces held at the ambient temperature, the dissipated heat gives a peak rise of about 0.3 K for $\rho/a=1$ ns and about 10 K for $\rho/a=10$ ps. An assumed boundary conductance of $10^8$ W/(m² K) at each face raises these to about 1.7 K and 13 K. The reversible heat is left out of these figures; if $a\propto T_c-T$, with $T_c$ the Curie temperature and an assumed $T/(T_c-T)=0.75$, it raises the peak for faces at ambient temperature by a little over half. The fixed-temperature model is therefore reasonable if the electrodes carry the heat away and the jump is slow compared with the diffusion time.

All numerical values are calculated from the stated model.
